# Why Impurities That Accumulate on Terraces Bunch Growing Steps

A source sends one atomic step after another across a crystal surface, one every 10 s. One step leaves 1 s late, so its follower starts 9 s behind it instead of 10 s. After about 710 nm, in the model worked out below, the follower has caught up completely. Now let every step be slowed by the same average amount, but without regard to how long the surface ahead of it has lain open. The follower is then still 9.00 s behind after 1000 nm. Impurities that merely slow the steps do not bunch them. What matters is which step is slowed more, and why.

## Exposure as the clock of contamination

Let straight steps move toward $+x$, with step $n$ following step $n-1$, and let $T_n(x)$ be the time at which step $n$ passes $x$. When step $n-1$ passes, it buries the old surface together with its impurities and leaves a clean terrace behind. The spot then collects impurities until step $n$ arrives, for the exposure time

$$\tau_n(x)=T_n(x)-T_{n-1}(x).$$

The width of the terrace at the moment of arrival is the distance that step $n-1$ has meanwhile travelled,

$$w_n=\int_{T_{n-1}(x)}^{T_n(x)}v_{n-1}(t)\,dt .$$

For a given motion of the preceding step, a wider terrace is therefore one exposed longer. But the impurities count time, not width, and this difference will change the growth rates.

Suppose that impurities land at a rate $R$ per area, stay where they land, and do not saturate the surface. A rigid step of length $L$ advancing by $dx$ meets on average $RL\tau_n\,dx$ of them. If each delays the whole step by a time $d$, and a clean step has speed $v_c$, the mean time needed for $dx$ gives

$$\frac{dT_n}{dx}=\frac1{v_c}+\beta\tau_n,\qquad \beta=RLd. \tag{1}$$

Impurities that land while the step crosses the strip $dx$ itself are neglected. The left side is the slowness, the inverse of the speed. During one delay a clean step would have swept the area $A=v_cLd$, so $\beta=RA/v_c$. The rate $\beta$ is thus independent of the chosen length if each impurity costs a fixed swept area.

The example takes round parameters: $v_c=10$ nm/s, $L=1000$ nm, $R=10^{-4}$ nm$^{-2}$ s$^{-1}$ and $d=0.02$ s. Hence $\beta=10^{-4}\times1000\times0.02=0.002$ nm$^{-1}$, and $1/\beta=500$ nm. With the mean interval $\bar\tau=10$ s, the slowness of a uniform train is $0.1+0.002\times10=0.12$ s/nm. Its speed is $\bar v=8.33$ nm/s and its terrace width $\bar w=\bar v\bar\tau=83.3$ nm.

For uniform trains of other widths, put $\tau=w/v$ into (1) and multiply by $v$:

$$1=\frac{v}{v_c}+\beta w\quad\Longrightarrow\quad v=v_c(1-\beta w). \tag{2}$$

A train with 100 nm terraces runs at 8.00 nm/s. The wider train is slower, as the mechanism requires. Equation (2) also shows that this law admits uniform motion only for $w<1/\beta$.

## How one late step is caught

Subtract equation (1) for step $n-1$ from that for step $n$. The clean slowness cancels:

$$\frac{d\tau_n}{dx}=\beta(\tau_n-\tau_{n-1}). \tag{3}$$

An exposure longer than the one ahead grows, and a shorter one shrinks. This is the whole feedback. A late step finds a dirtier surface and becomes later, while its follower finds the surface behind the late step only recently uncovered and speeds up.

To follow a single disturbance, number the late step 0 and write $T_n=n\bar\tau+x/\bar v+u_n(x)$. Since $\tau_n=\bar\tau+u_n-u_{n-1}$ and $1/\bar v=1/v_c+\beta\bar\tau$, equation (1) becomes

$$\frac{du_n}{dx}=\beta(u_n-u_{n-1}).$$

The steps ahead are undisturbed, $u_{-1}=0$, so a delay $\delta$ at the source grows as $u_0=\delta e^{\beta x}$. For the followers put $u_m=e^{\beta x}f_m$. The product rule gives $f_m'=-\beta f_{m-1}$, with $f_0=\delta$ and $f_m(0)=0$ for $m\ge1$. Repeated integration yields

$$u_m(x)=\delta e^{\beta x}\frac{(-\beta x)^m}{m!}. \tag{4}$$

The alternating sign says that the late step is followed by an early one, then by a late one. With $z=\beta x$, the first three exposures are

$$\bar\tau+\delta e^z,\qquad \bar\tau-\delta e^z(1+z),\qquad \bar\tau+\delta e^z\left(z+\tfrac12z^2\right).$$

For $\delta=1$ s they develop as follows, with the speeds from (1) in brackets:

| $x$ | late step | follower | next step |
|---|---|---|---|
| 0 | 11.00 s (8.20 nm/s) | 9.00 s (8.47) | 10.00 s (8.33) |
| 250 nm | 11.65 s (8.11) | 7.53 s (8.69) | 11.03 s (8.19) |
| 500 nm | 12.72 s (7.97) | 4.56 s (9.16) | 14.08 s (7.80) |

In the last row $z=1$, so the follower's exposure is $10-2\times2.718=4.56$ s and its slowness $0.1+0.002\times4.56=0.109$ s/nm. It meets the late step when its exposure vanishes:

$$e^{\beta x}(1+\beta x)=\bar\tau/\delta. \tag{5}$$

For $\bar\tau/\delta=10$ the solution is $\beta x=1.42$, or $x=710$ nm. Steps farther back cannot alter this result, because each step feels only what its predecessors left behind.

Equation (1) is a law for averages, whereas real impurities arrive one by one. In 1000 simulated trains with random individual impurities, behind a leading step kept at the mean speed, the mean time shifts at 250 nm were $1.665\pm0.014$ s for the late step, $-0.826\pm0.012$ s for the follower and $0.200\pm0.014$ s for the next. Equation (4) gives 1.649, $-0.824$ and 0.206 s. The agreement is expected: the mean number of impurities is linear in the exposure, so before any contact the average obeys the same linear equation. A single train scatters about this average, and its meeting distance can differ noticeably from 710 nm.

## Delayed velocities in a wide-terrace contest

There is also an opposing effect. A wide terrace may collect more adatoms and feed them to the step behind it, which speeds that step up. Let the speed depend on both exposure and present width, $v(\tau,w)$, and define at the uniform train

$$a=-\frac{\partial\ln v}{\partial\ln\tau},\qquad g=\frac{\partial\ln v}{\partial\ln w},\qquad 0<a<1,\quad 0\le g<1.$$

Here $a$ measures slowing by impurities and $g$ feeding by the terrace ahead. A speed independent of width has $g=0$; one proportional to width would have $g=1$. For law (1), $a=\beta\bar\tau\bar v=\beta\bar w=0.167$ and $g=0$.

In terms of positions $x_n(t)$, the exposure is defined implicitly by

$$x_{n-1}(t-\tau_n)=x_n(t): \tag{6}$$

the preceding step was here a time $\tau_n$ ago. Write $x_n=\bar vt-n\bar w+\varepsilon_n(t)$ and $\tau_n=\bar\tau+\eta_n$. To first order (6) reads

$$\bar v(t-\bar\tau-\eta_n)-(n-1)\bar w+\varepsilon_{n-1}(t-\bar\tau)=\bar vt-n\bar w+\varepsilon_n(t).$$

Because $\bar w=\bar v\bar\tau$, the uniform terms cancel and

$$\eta_n=\frac{\varepsilon_{n-1}(t-\bar\tau)-\varepsilon_n(t)}{\bar v}.$$

The width changes by $\varepsilon_{n-1}(t)-\varepsilon_n(t)$. The relative change of speed is $-a\eta_n/\bar\tau+g(\varepsilon_{n-1}-\varepsilon_n)/\bar w$. Multiplication by $\bar v$, with $\bar v/\bar w=1/\bar\tau$, gives

$$\bar\tau\,\dot\varepsilon_n=a[\varepsilon_n(t)-\varepsilon_{n-1}(t-\bar\tau)]+g[\varepsilon_{n-1}(t)-\varepsilon_n(t)].$$

For a pattern $\varepsilon_n\propto e^{i\phi n+st/\bar\tau}$ this becomes

$$s=a(1-e^{-i\phi-s})+g(e^{-i\phi}-1). \tag{7}$$

The delay sits in $e^{-s}$. With $c=a-g(1-e^{-i\phi})$, equation (7) is $s-c=-ae^{-i\phi-s}$. Multiplying by $e^{s-c}$ gives $(s-c)e^{s-c}=-ae^{-i\phi-c}$, hence

$$s=c+W_k\!\left(-ae^{-i\phi-c}\right),$$

where $W_k$ are the branches of the Lambert function, the inverse of $y\mapsto ye^y$. A pattern grows if any branch has $\mathrm{Re}\,s>0$.

## Which effect wins

The contest can be decided without evaluating the roots. At the border of stability $s=i\omega$ with real $\omega$, and (7) rearranges to

$$i\omega+g-a=e^{-i\phi}(g-ae^{-i\omega}).$$

Taking squared moduli removes $\phi$:

$$\omega^2+(g-a)^2=g^2+a^2-2ag\cos\omega .$$

Cancelling the squares leaves

$$\omega^2=2ag(1-\cos\omega)=4ag\sin^2(\omega/2)\le ag\,\omega^2 .$$

Since $ag<1$, this requires $\omega=0$. The equation before squaring then reads $g-a=e^{-i\phi}(g-a)$. For $a\ne g$ it forces $\phi=0$, a mere shift of the whole train. At every other $\phi$ no root can cross the imaginary axis unless $a=g$. Nor can a root enter the right half-plane from infinity, because $|s|\le2a+2g$ there. The number of growing roots is therefore constant on each side of $a=g$, and one case per side settles it.

- For $a<g$, let $a\to0$. A root with $\mathrm{Re}\,s\ge0$ would have to lie within $2a$ of $g(e^{-i\phi}-1)$, whose real part is negative. There is none, and the train is stable.
- For $a>g$, let $g=0$. The map $s\mapsto a(1-e^{-i\phi-s})$ takes the half-plane $\mathrm{Re}\,s\ge0$ into itself and shortens distances at least by the factor $a<1$. It has one fixed point there, which cannot lie on the axis. One growing root exists.

So within linear theory every $\phi\neq0$ is unstable for $a>g$ and stable for $a<g$. A random scan over $a$ and $g$ between 0.02 and 0.98, with $|a-g|>0.01$ and $\phi$ between 0.1 and $\pi$, gave this sign in all 1959 cases.

The criterion has a plain meaning. Along uniform trains $\tau=w/v$, so $d\ln v=g\,d\ln w-a(d\ln w-d\ln v)$, and

$$\frac{d\ln v}{d\ln w}=\frac{g-a}{1-a}. \tag{8}$$

The train bunches when wider trains run slower. Impurities must slow the steps more strongly than the wider terrace feeds them.

## What the delay changes

If each step responded instantly to its present width through (8), then $\bar\tau\dot\varepsilon_n=(d\ln v/d\ln w)(\varepsilon_{n-1}-\varepsilon_n)$, and

$$s_{\rm inst}=\frac{a-g}{1-a}(1-e^{-i\phi}).$$

The threshold is the same, but the rates are not. For the example with $g=0$, the pairing pattern $\phi=\pi$ grows at 0.291 per emission interval by (7), against 0.400 without delay. The longer pattern $\phi=\pi/4$ grows at 0.071 against 0.059. Simulated positions with stored trajectories gave 0.2910 and 0.0711, in agreement with the delayed law. A pairing pattern set up in the positions of all steps at one instant thus needs $10/0.291=34$ s to grow by the factor $e$. A source that emits its steps alternately early and late is a different case. Far from the head of the train $u_{n-1}=-u_n$ at each $x$, so $du_n/dx=2\beta u_n$. The factor $e$ is reached after 250 nm, which takes $250\times0.12=30$ s.

Most of the difference comes from the question of whose speed opened the terrace. The instant law sets $\tau_n=w_n/v_n$, using the speed of the arriving step. The terrace was in fact opened by step $n-1$, so for slow changes $\tau_n\approx w_n/v_{n-1}$. This is what (7) says when $e^{-s}$ is replaced by $1-s$. For $g=0$ it gives

$$s\approx a(1-e^{-i\phi})+a\,s\,e^{-i\phi}\quad\Longrightarrow\quad s\approx\frac{a(1-e^{-i\phi})}{1-ae^{-i\phi}}.$$

At $\phi=\pi$ this is $2a/(1+a)=0.286$, near the full 0.291, whereas the instant law has $2a/(1-a)$. In a pairing pattern neighbours have opposite speed changes, and using the wrong one reverses the correction.

For long waves, expand (7) with $s=s_1\phi+s_2\phi^2$. The terms of first order give

$$s_1=-ig+a(i+s_1),\qquad s_1=\frac{-i(g-a)}{1-a},\qquad i+s_1=\frac{i(1-g)}{1-a}.$$

Thus $s_1$ only makes the pattern drift. The terms of second order are $s_2=-\tfrac12g+as_2-\tfrac12a(i+s_1)^2$, so

$$\mathrm{Re}\,s\approx\frac{\phi^2}{2(1-a)}\left[\frac{a(1-g)^2}{(1-a)^2}-g\right]. \tag{9}$$

The bracket changes sign at $a=g$, because $y/(1-y)^2$ increases on $(0,1)$. For $g=0$ the instant law gives $a\phi^2/[2(1-a)]$. The delay multiplies this by $1/(1-a)^2=1.44$ in the example. The estimate $\tau_n\approx w_n/v_{n-1}$ alone gives the factor $(1+a)/(1-a)=1.40$; the rest comes from the term $s^2/2$ of $e^{-s}$, which that estimate drops.

With $a$ kept at 0.167 but $g=0.3$, the disturbance decays: the rates are $-0.058$ at $\phi=\pi/4$ and $-0.225$ at $\phi=\pi$. The impurities are still there and wide terraces are still dirtier, but feeding wins.

## From pairs to large bunches

Return to $g=0$ and let steps that meet stay in order. A follower in contact has zero exposure and slowness $1/v_c$. It would outrun its leader but cannot pass, so it remains attached. The bunch crosses each point at its leader's time, and the intervals between successive bunches obey (3) again, with the same $\beta$. The intervals become longer, but the distance over which they change does not. The growth of the intervals therefore keeps the fixed length scale $1/\beta$, however large the bunches become. How many bunches remain at a given distance also depends on how regularly the steps were emitted: under (3) a perfectly regular train stays uniform.

For random, Poisson emission the law can be found. Close a long train of $N$ bunches into a ring, with intervals $\theta_j$ of fixed sum $\Theta$. Independent exponential intervals then have uniform probability density $\rho$ over all allowed sets $\{\theta_j\}$. The flow is $F_j=\beta(\theta_j-\theta_{j-1})$, with divergence $\sum_j\partial F_j/\partial\theta_j=N\beta$. An equal shift of all $\theta_j$ leaves $F$ unchanged, so the direction that would alter $\Theta$ contributes nothing, and the divergence within the allowed sets is also $N\beta$. The density stays uniform and falls at the rate $N\beta$ per distance. The loss is through mergers, since at $\theta_j=0$ the flow $-\beta\theta_{j-1}$ points outward.

A merger leaves $N-1$ intervals. A given set of them arises by removing a zero interval that stood behind any one member $\theta_i$, with flux $\rho\beta\theta_i$. The fluxes add up to $\rho\beta\Theta$, the same for every set, so the new density is uniform too. Hence $N$ drops by one at the rate $N\beta$, and as long as many bunches remain

$$\langle N\rangle=N_0e^{-\beta x}. \tag{10}$$

A march of 20 000 randomly emitted steps, each followed individually, left 7380 bunches at 500 nm and 2675 at 1000 nm; equation (10) gives 7358 and 2707. If each bunch is lost independently with survival probability $p=e^{-\beta x}$, the expected scatter $\sqrt{N_0p(1-p)}$ is 68 and 48, so the differences are within chance. The mean bunch held 2.7 and then 7.5 steps. The standard deviation of the intervals divided by their mean was 1.02 at both places, close to the value 1 of an exponential distribution. With exactly the same slowness for all, and no randomness after emission, the 20 000 steps were still separate at 1000 nm.

## Where the explanation stops

Suppose impurities leave the surface after a mean residence time $\tau_r$. Their density obeys $\dot c=R-c/\tau_r$, so after exposure $\tau$ it is $c=R\tau_r(1-e^{-\tau/\tau_r})$. The slowness then has the derivative $\beta e^{-\tau/\tau_r}$ instead of $\beta$, and small disturbances grow at this reduced rate per distance. For $\tau_r=\bar\tau/3$ the factor is $e^{-3}=0.05$: the steps are still slowed, but the growth length is 20 times longer. If impurities speed steps up, $\beta$ is negative and $u_0=\delta e^{\beta x}$ decays. By (4) all $u_m$ then have the same sign and add up to $\delta$: the delay is handed on to the followers and spreads over more and more steps.

With steps 0.3 nm high, terraces of 83 nm mean a surface tilt of about 0.2°. One step every 10 s adds one layer in 10 s. The landing rate corresponds roughly to a few $10^{-11}$ mbar of a gas such as water or CO at room temperature, if it sticks at every impact. The strong assumption is the delay: each impurity costs $A=10\times1000\times0.02=200$ nm$^2$ of swept area. If it cost 2 nm$^2$, $\beta$ would be 100 times smaller and the meeting distance (5) would be 71 µm for the same emission times. Real steps also bend between impurities, which breaks the assumption of rigidity; a strongly pinned step need not obey a slowness linear in density. Step repulsion, omitted here, opposes close approach and gives bunches a finite width. Diffusing impurities and adatoms supplied from the upper terrace are also left out. Law (1) further assumes that the step speed does not depend on the terrace width. If instead every deposited atom joins the step behind its terrace, the supply alone sets the speed, which is then proportional to the width, and this mechanism does not act. The distances above therefore illustrate the mechanism and do not predict a particular crystal. The full set of values is in the numerical output.

## Computed results

```
INPUT AND UNIFORM TRAIN
clean step speed = 10.0 nm/s
mean emission interval = 10.0 s
step length = 1000 nm
impurity landing rate = 1.0e-04 nm^-2 s^-1
delay per impurity = 0.020 s
beta = 0.0020 nm^-1, 1/beta = 500 nm
impurity density met = 1.0e-03 nm^-2
train speed = 8.333 nm/s, terrace width = 83.33 nm
a = 0.1667
uniform train: width 83.3 nm, speed 8.333 nm/s
uniform train: width 100.0 nm, speed 8.000 nm/s
RANDOM IMPURITIES: MEAN TIME SHIFTS AT 250 nm
late step: simulated 1.665 +- 0.014 s, formula 1.649 s
follower: simulated -0.826 +- 0.012 s, formula -0.824 s
next step: simulated 0.200 +- 0.014 s, formula 0.206 s
ONE STEP LATE BY 1.0 s: EXPOSURES (s), SPEEDS (nm/s)
order: late step, follower, next step
x = 0 nm: exposures 11.00, 9.00, 10.00; speeds 8.20, 8.47, 8.33
x = 250 nm: exposures 11.65, 7.53, 11.03; speeds 8.11, 8.69, 8.19
x = 500 nm: exposures 12.72, 4.56, 14.08; speeds 7.97, 9.16, 7.80
meeting distance: march 709.7 nm, formula 709.6 nm
control at 1000 nm, same slowing for all: follower exposure 9.00 s
GROWTH RATES Re s (per mean emission interval)
g = 0.0, phi = 0.25 pi: simulated 0.0711, delay formula 0.0711, no delay 0.0586
g = 0.0, phi = 1.00 pi: simulated 0.2910, delay formula 0.2912, no delay 0.4000
g = 0.3, phi = 0.25 pi: simulated -0.0580, delay formula -0.0580, no delay -0.0469
g = 0.3, phi = 1.00 pi: simulated -0.2248, delay formula -0.2247, no delay -0.3200
pairing e-folding time, g = 0: 34.3 s
criterion a > g: random cases confirmed = 1959
long-wave Re s/phi^2, a = 0.167, g = 0.0: root 0.1440, formula 0.1440
long-wave Re s/phi^2, a = 0.400, g = 0.2: root 0.4258, formula 0.4259
long-wave Re s/phi^2, a = 0.200, g = 0.4: root -0.1797, formula -0.1797
RANDOM EMISSION OF 20000 STEPS
x = 500 nm: bunches 7380, formula 7358, mean size 2.71, interval std/mean 1.017
x = 1000 nm: bunches 2675, formula 2707, mean size 7.48, interval std/mean 1.015
control at 1000 nm, same slowing for all: separate steps 20000
```
